# Why Reversing the Force along the Lowest Mode Stabilizes Index-One Saddles

Let a point move on a potential energy surface with the force $F$, except that the force component along a unit vector $v$ is reversed, while $v$ itself turns towards the softest direction of the Hessian $H$. In this dynamics an index-one saddle, together with its negative mode, is a stable fixed point, and every minimum is unstable. The reason can be read from the rates at which small deviations grow or decay. If $\lambda_1\le\dots\le\lambda_N$ are the Hessian eigenvalues at a stationary point and $v$ rests on the eigenvector $v_k$, the rates are

$$
\lambda_k,\qquad -\lambda_j,\qquad \frac{\lambda_k-\lambda_j}{\gamma}\qquad (j\neq k),
\tag{1}
$$

where $\gamma>0$ sets how slowly $v$ turns. All are negative if and only if $\lambda_k<0$ and every other $\lambda_j>0$. This singles out an index-one saddle with $k=1$.

The energy $V(x)$ depends on $N\ge2$ Cartesian coordinates and has continuous third derivatives. Its gradient is $g=\nabla V$, so $F=-g$. The stationary points considered have no zero Hessian eigenvalue. For a free molecule this requires that rigid translations and rotations be removed first, since each would contribute a rate of zero and leave the system neutral along that direction. Gentlest ascent dynamics is the coupled system

$$
\dot x=F-2(v\cdot F)\,v=-R(v)\,g(x),\qquad R(v)=I-2vv^{T},
\tag{2}
$$

$$
\gamma\dot v=-(I-vv^{T})H(x)v=-Hv+(v\cdot Hv)\,v,\qquad |v|=1.
\tag{3}
$$

The matrix $R$ is a reflection: it changes the sign of the component along $v$ and leaves the perpendicular components alone. Equation (3) is steepest descent of $\tfrac12 v\cdot Hv$ on the unit sphere, because $Hv$ is the gradient of that function with respect to $v$ and the projector removes its radial part. The length of $v$ is conserved, since $v\cdot(I-vv^T)=0$ gives $v\cdot\dot v=0$. The mobility in (2) is set to one, so time has the unit of length squared over energy, a rate has the unit of a Hessian eigenvalue, and $\gamma$ is a pure number.

The reversal can make the energy rise. Along a trajectory

$$
\dot V=g\cdot\dot x=-g\cdot R\,g=-|g|^2+2(v\cdot g)^2 ,
$$

which is positive when more than half of $|g|^2$ comes from the component along $v$. The point then climbs along $v$ while it still descends in all perpendicular directions.

The fixed points come first. Because $|v|=1$,

$$
R^2=I-4vv^T+4v(v\cdot v)v^T=I .
$$

Thus $R$ is invertible, and $Rg=0$ implies $g=0$: the reversal creates no new resting places for $x$. Setting $\dot v=0$ in (3) gives $Hv=(v\cdot Hv)v$, so $v$ must be an eigenvector. Conversely, every stationary point of $V$ paired with any unit eigenvector of its Hessian is a fixed point. The sign of $v$ is irrelevant to the motion of $x$, because $R(v)=R(-v)$.

Now take a fixed point $(x^*,v_k)$ and write $x=x^*+\delta x$ and $v=v_k+\delta v$. With $H$ evaluated at $x^*$ from here on, the gradient is $g=H\delta x$ to first order. The product rule applied to (2) gives

$$
\delta\dot x=-(\delta R)\,g(x^*)-R_kH\,\delta x=-R_kH\,\delta x,\qquad R_k=I-2v_kv_k^T .
\tag{4}
$$

The first term vanishes because $g(x^*)=0$. An error in the direction of reversal therefore has no first-order effect on the position: there is no force to be reversed wrongly. Using $Hv_j=\lambda_jv_j$ and the orthonormality of the eigenvectors,

$$
-R_kHv_j=-\lambda_jv_j\quad(j\ne k),\qquad -R_kHv_k=-\lambda_k(v_k-2v_k)=+\lambda_kv_k .
$$

With $\delta x=\sum_i a_iv_i$, equation (4) becomes

$$
\dot a_k=\lambda_ka_k,\qquad \dot a_j=-\lambda_ja_j\quad(j\ne k).
\tag{5}
$$

Ordinary descent would give $\dot a_i=-\lambda_ia_i$ for every mode. The reversal has changed one sign. At an index-one saddle that is the sign of the one growing mode, provided $k=1$.

The direction $v$ must also be stable. The condition $|v_k+\delta v|^2=1$ reads $2v_k\cdot\delta v+|\delta v|^2=0$, so to first order $\delta v$ is perpendicular to $v_k$. Let $\delta H$ be the first-order change of the Hessian caused by $\delta x$, which is the third derivative of $V$ contracted with $\delta x$. Varying each factor on the right of (3) gives

$$
\begin{aligned}
\gamma\,\delta\dot v=&-(\delta H)v_k-H\delta v+\lambda_k\delta v\\
&+\big[\delta v\cdot Hv_k+v_k\cdot H\delta v+v_k\cdot(\delta H)v_k\big]v_k .
\end{aligned}
$$

The first two terms in the bracket both equal $\lambda_kv_k\cdot\delta v=0$, since $H$ is symmetric. The third combines with $-(\delta H)v_k$ to form a projection. Hence

$$
\gamma\,\delta\dot v=-(H-\lambda_k)\,\delta v-(I-v_kv_k^T)(\delta H)v_k .
\tag{6}
$$

With $\delta v=\sum_{j\ne k}b_jv_j$ and $T_{jki}$ the third derivative of $V$ along $v_j,v_k,v_i$, the components are

$$
\dot b_j=\frac{\lambda_k-\lambda_j}{\gamma}\,b_j-\frac1\gamma\sum_iT_{jki}\,a_i .
\tag{7}
$$

The anharmonic terms $T$ let a displacement turn the mode, but by (5) the turned mode does not act back on the displacement at this order. The matrix of the linear system is therefore block triangular,

$$
J=\begin{pmatrix}-R_kH&0\\ C&D\end{pmatrix},\qquad
\det(J-\mu I)=\det(-R_kH-\mu I)\,\det(D-\mu I),
$$

where $D$ is diagonal with entries $(\lambda_k-\lambda_j)/\gamma$ and $C$ contains the third derivatives. The block $C$ drops out of the determinant, and the eigenvalues are those listed in (1). They are real, so the linearized flow has no oscillating modes.

The signs now settle the matter. Stability in the first two groups of (1) requires $\lambda_k<0$ and $\lambda_j>0$ for all $j\ne k$. There is then one negative eigenvalue, it is the lowest, and $k=1$. The third group follows automatically, because $\lambda_1-\lambda_j<0$. At a stationary point of index two or more, at least one negative $\lambda_j$ is left unreversed and gives a growing rate $-\lambda_j>0$. At an index-one saddle with $k\neq1$, the original descent direction still grows at the rate $|\lambda_1|$, and the reversed mode grows as well.

It remains to show that the neglected nonlinear terms cannot overturn the verdict. Consider first the saddle with $k=1$. Let $a=|\delta x|$, and let $b$ be the length of the part of $v$ perpendicular to $v_1$. Equations (5) and (7) show that the position deviations decay at least at the rate $m=\min(|\lambda_1|,\lambda_2)$ and the mode deviations at least at $n=(\lambda_2-\lambda_1)/\gamma$, apart from a coupling of norm at most some constant $c$. For $W=\tfrac12(a^2+\epsilon^2b^2)$ with $\epsilon>0$, the linear terms give

$$
\dot W\le-ma^2-n\epsilon^2b^2+c\,\epsilon^2ab,\qquad
c\,\epsilon^2ab\le\frac{c\,\epsilon}{2}\,(a^2+\epsilon^2b^2).
$$

The second inequality is $2pq\le p^2+q^2$ with $p=a$ and $q=\epsilon b$. Let $r=\min(m,n)$ and choose $\epsilon$ so small that $c\,\epsilon\le r/2$. The linear terms then contribute at most $-\tfrac34r(a^2+\epsilon^2b^2)$. The remaining terms in the equations of motion are small compared with the deviations themselves, so close enough to the fixed point they contribute at most $\tfrac14r(a^2+\epsilon^2b^2)$. Together,

$$
\dot W\le-\tfrac12r\,(a^2+\epsilon^2b^2)=-rW .
$$

All sufficiently small deviations therefore decay exponentially, and the saddle is a stable fixed point of the full dynamics. The argument covers only a neighbourhood. It does not say that a search started far away will arrive.

For a minimum, with any $v_k$ attached, consider

$$
U=-\tfrac12\,\delta x\cdot R_k\,\delta x=\tfrac12\Big(a_k^2-\sum_{j\ne k}a_j^2\Big).
$$

The linear motion (4) and $R_k^2=I$ give $\dot U=-\delta x\cdot R_k\delta\dot x=\delta x\cdot H\delta x\ge\lambda_1|\delta x|^2$. The exact velocity $-R(v)g(x)$ differs from the linear one by at most a constant times $(|\delta x|+|\delta v|)\,|\delta x|$, because $g(x)$ itself vanishes with $\delta x$. In a small enough neighbourhood this correction removes at most half of the bound, so that

$$
\dot U\ge\tfrac12\lambda_1|\delta x|^2\ge\lambda_1U .
$$

The last step uses $U\le\tfrac12|\delta x|^2$. A start displaced along $v_k$, however slightly, has $U>0$. From then on $U\ge U(0)e^{\lambda_1t}$ for as long as the trajectory stays in the neighbourhood. Since $U$ is bounded there, the trajectory must leave, and the minimum is unstable. Nothing in this argument requires $\lambda_1$ to be a simple eigenvalue.

The same argument covers the other unstable cases. Let $\mu_i$ be the rates in (5), all nonzero, and take $U=\tfrac12\sum_i\operatorname{sgn}(\mu_i)\,a_i^2$. The linear motion gives $\dot U=\sum_i|\mu_i|a_i^2\ge\min_i|\lambda_i|\,|\delta x|^2$. The nonlinear correction and the bound $U\le\tfrac12|\delta x|^2$ are as before. Whenever some $\mu_i$ is positive, a start displaced along $v_i$ has $U>0$ and must leave the neighbourhood. Points of index two or more, and index-one saddles with $k\neq1$, are therefore unstable in the full dynamics as well. The neighbourhood is one of the pair $(x^*,v_k)$, so it may be left through $v$ rather than through $x$.

Simplicity matters in a common variant, in which $v$ is not a dynamical variable but is set at each $x$ to the exact lowest eigenvector $v_1(x)$. Where $\lambda_1$ is simple, the matrix $v_1v_1^T$ varies smoothly with $x$. Its variation again multiplies a vanishing gradient, and the linearized flow is (4) with $k=1$. At an index-one saddle $\lambda_1<0<\lambda_2$, so the condition is met. At a minimum with $\lambda_1=\lambda_2$ the lowest eigenvector is not unique and the variant may be undefined, whereas the coupled equations still make sense and still give instability.

The constraint $|v|=1$ needs care when rates are computed numerically. If the right-hand form of (3) is used with $v$ free to change its length, put $v=(1+s)v_k$ with small $s$:

$$
\gamma\dot s=-\lambda_k(1+s)+\lambda_k(1+s)^3=2\lambda_ks+O(s^2).
$$

This adds a rate $2\lambda_k/\gamma$ to the list. At a minimum it is positive, but it describes a failure of normalization and not an escape of the atoms. The physical instability is the rate $+\lambda_k$ in (5).

A model with two coordinates shows the sizes involved:

$$
V=A\Big(\frac{x^2}{a^2}-1\Big)^2+B\Big(\frac{y^2}{a^2}-1\Big)^2+c\,xy .
$$

Here $x$ and $y$ are the two coordinates, and $a$ and $c$ are now parameters of the model. The values are $A=0.5$ eV, $B=1.2$ eV, $a=1$ Å, $c=0.3$ eV/Å² and $\gamma=1$. With lengths in Å and energies in eV, differentiation gives

$$
V_x=2x(x^2-1)+0.3y,\qquad V_y=4.8y(y^2-1)+0.3x,
$$

$$
V_{xx}=6x^2-2,\qquad V_{yy}=14.4y^2-4.8,\qquad V_{xy}=0.3 .
$$

The condition $V_x=0$ expresses $y$ as a cubic in $x$, and inserting this in $V_y=0$ leaves a polynomial of degree nine. There are thus at most nine stationary points. A numerical root search finds all nine: four minima, four index-one saddles and one maximum. Each has two eigenvectors, which makes eighteen fixed points up to the sign of $v$. By (1), four of them are stable, one for each saddle.

One saddle lies at $(-0.1528,-0.9952)$ Å. There $V_{xx}=6(0.1528)^2-2=-1.860$ and $V_{yy}=14.4(0.9952)^2-4.8=9.462$ eV/Å². The eigenvalues of the two-by-two Hessian are

$$
\lambda=\frac{-1.860+9.462}{2}\mp\sqrt{\Big(\frac{9.462+1.860}{2}\Big)^2+0.3^2}=-1.868,\ 9.470\ \text{eV/Å}^2 .
$$

With the lowest mode attached, the rates are $\lambda_1=-1.868$, $-\lambda_2=-9.470$ and $\lambda_1-\lambda_2=-11.34$ eV/Å². All three are negative. With the upper mode attached, all three change sign and this fixed point of $(x,v)$ repels in every direction. The position need not end far away. From a start displaced by $10^{-6}$ Å along $v_1$, the vector $v$ turns to the lowest mode and the point returns to the same saddle.

Because $V(-x,-y)=V(x,y)$, the deepest minima form an equivalent pair. One of them lies at $(1.070,-1.032)$ Å, with eigenvalues $4.852$ and $10.549$ eV/Å². With the lowest mode attached, the rates are $4.852$, $-10.549$ and $4.852-10.549=-5.697$ eV/Å². There is one way out, along the softest direction. With the upper mode attached, the rates are $10.549$, $-4.852$ and $5.697$ eV/Å². Now the mode vector is unstable too, because it tends to turn towards the softer direction.

The energies of these two points are $0.5227$ and $-0.3157$ eV, so the barrier is $0.5227+0.3157=0.838$ eV, or $0.0308$ hartree. To follow the climb, equations (2) and (3) were integrated with an adaptive Runge–Kutta method. The start was $0.05$ Å from the minimum, along its lowest mode towards the saddle, with $v$ on the lowest mode at the starting point. The energy rises from $-0.310$ eV to $-0.106$ eV at $t=0.5$ Å²/eV, to $0.375$ eV at $t=1$ and to $0.520$ eV at $t=2$. The distance to the saddle is $1.99\times10^{-4}$ Å at $t=5$ and $7.34\times10^{-7}$ Å at $t=8$ Å²/eV. The mean decay rate over this interval is

$$
\frac{1}{3}\ln\frac{1.99\times10^{-4}}{7.34\times10^{-7}}=1.87\ \text{eV/Å}^2 .
$$

This is the smaller of $|\lambda_1|$ and $\lambda_2$, as (5) requires for the slowest position error. In atomic units it is $0.0192$ hartree/bohr². A flat barrier top, with small $|\lambda_1|$, therefore makes the final approach slow, and so does a soft transverse mode with small $\lambda_2$.

Although the saddle attracts like a minimum, the reversed force $f=-R\,g$ need not be the downhill force of some modified energy. Such a force would satisfy $\partial_xf_y-\partial_yf_x=0$ everywhere. When $v$ is the exact lowest mode, central differences at $(0.5,-0.8)$ Å give $0.96$ eV/Å² for this quantity. No single-valued smooth energy can generate $f$ in a region containing that point. This excludes only an energy whose negative gradient equals $f$, not every function that decreases along $f$. With $g_i$ the components of $g$ along the local eigenvectors and $v$ the exact lowest mode, $\tfrac{d}{dt}\tfrac12|g|^2=-g\cdot HRg=\lambda_1g_1^2-\sum_{j>1}\lambda_jg_j^2$. This is negative wherever the Hessian has index one and $g\neq0$, as it does at this point, where $V_{xx}=-0.5$, $V_{yy}=4.416$ and $V_{xy}=0.3$ eV/Å² give a negative determinant.

The rates also limit the step of a simple algorithm. An explicit Euler step of length $h$ multiplies a deviation with rate $\mu<0$ by $1+h\mu$, and $|1+h\mu|<1$ requires $h<2/|\mu|$. Rescaling $v$ to unit length after each step does not alter this. Because $\dot v$ is perpendicular to $v$, the step changes $|v|^2$ by $h^2|\dot v|^2$, which is of second order in the deviations. Local stability at the saddle therefore requires

$$
h<\frac{2}{\max\big(|\lambda_1|,\ \lambda_N,\ (\lambda_N-\lambda_1)/\gamma\big)} .
\tag{8}
$$

For the model saddle the limit is $2/11.34=0.176$ Å²/eV, and it is set by the turning of the mode. At $0.95$ of the limit the fastest deviation is multiplied by $1-1.9=-0.9$ per step and dies out. At $1.05$ of the limit the factor is $1-2.1=-1.1$, and the deviation of the mode vector grows with alternating sign, although the continuous dynamics is stable. The position factors at this step, $h=0.185$ Å²/eV, are $1-0.346=0.654$ and $1-1.754=-0.754$, both below one in size. In an iteration started close to the saddle the position still converges, while the component of $v$ along $v_2$ ends up alternating between $\pm0.154$. A larger $\gamma$ lowers the mode rates and relaxes the limit until $\lambda_N$ or $|\lambda_1|$ takes over. Where $\lambda_2-\lambda_1$ stays away from zero, a small $\gamma$ makes $v$ follow the local lowest eigenvector closely, at the price of shorter steps. Where the two lowest eigenvalues meet, the restoring rate $(\lambda_2-\lambda_1)/\gamma$ vanishes whatever $\gamma$ is.
